# Hybrid functionals on PBE-generated PAW data: which errors remain: test program

```python
"""
Result under test: PBE-generated PAW data used with a hybrid functional do not
carry a PBE core-valence interaction. What remains is (i) a frozen PBE core,
whose total-energy error is quadratic in the exact-exchange fraction alpha, and
(ii) incompleteness of the partial waves. An ion unscreened with PBE, as in a
pseudopotential, has instead an error linear in alpha.
Symbols: P = r*R radial orbitals; D[l] density matrix of channel l (trace =
electrons); G[L] = r<^L / r>^(L+1); alpha = fraction of exact exchange (PBE0:
0.25). Atoms are non-relativistic, spin-unpolarised, spherically averaged.
Hartree atomic units inside, eV or meV in the output.
"""
import numpy as np
from types import SimpleNamespace
from numpy.polynomial.legendre import leggauss, legval
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, dft
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
MEV = 1000 * EV
Z = 35
step = 0.025
r = np.exp(np.arange(np.log(1e-7), np.log(60.0), step))
w = step * r                                  # weights for integrals over r

# Multipole kernels; the diagonal term removes the leading trapezoid error
# caused by the kink of the kernel at r = r'.
small, large = np.minimum.outer(r, r), np.maximum.outer(r, r)
G = [(small / large)**L / large - np.diag(step * (2*L + 1) / (12 * r))
     for L in range(5)]


def threej2(a, L, b):
    """Square of the 3j symbol (a L b; 0 0 0) from a Legendre integral."""
    x, q = leggauss(12)
    p = [legval(x, np.eye(6)[k]) for k in (a, L, b)]
    return 0.5 * np.sum(q * p[0] * p[1] * p[2])


def multipoles(a, b):
    return range(abs(a - b), a + b + 1, 2)


def make_basis(exponents):
    bas = SimpleNamespace(R=[], dR=[], P=[], T=[], h=[], X={})
    for l, a in enumerate(exponents):
        R = r[:, None]**l * np.exp(-np.outer(r**2, a))
        R = R / np.sqrt(np.sum((w * r**2)[:, None] * R**2, axis=0))
        dR = (l / r[:, None] - 2 * np.outer(r, a)) * R
        s, U = eigh(R.T @ ((w * r**2)[:, None] * R))
        X = U[:, s > 1e-9] / np.sqrt(s[s > 1e-9])
        R, dR = R @ X, dR @ X
        T = 0.5 * (dR.T @ ((w * r**2)[:, None] * dR)
                   + l * (l + 1) * R.T @ (w[:, None] * R))
        bas.R.append(R)
        bas.dR.append(dR)
        bas.P.append(r[:, None] * R)
        bas.T.append(T)
        bas.h.append(T - Z * R.T @ ((w * r)[:, None] * R))
    for a in range(3):
        for b in range(3):
            kernel = sum(threej2(a, L, b) * G[L] for L in multipoles(a, b))
            na, nb = bas.P[a].shape[1], bas.P[b].shape[1]
            pair = (bas.P[a][:, :, None] * bas.P[b][:, None, :])
            pair = pair.reshape(len(r), -1) * w[:, None]
            t = (pair.T @ (kernel @ pair)).reshape(na, nb, na, nb)
            bas.X[a, b] = t.transpose(0, 2, 1, 3).reshape(na*na, nb*nb)
    return bas


def interact(bas, D, exx=0.0, ax=0.0, ac=0.0, ha=0.0):
    """Energy and Fock matrices of: exx * exact exchange + ax * PBE exchange
    + ac * PBE correlation + ha * Hartree."""
    E, F = 0.0, [np.zeros_like(d) for d in D]
    u = sum(((P @ d) * P).sum(1) for P, d in zip(bas.P, D))
    if ha:
        vH = G[0] @ (w * u)
        E += 0.5 * ha * np.sum(w * u * vH)
        for l, P in enumerate(bas.P):
            F[l] = F[l] + ha * P.T @ ((w * vH)[:, None] * P)
    if ax or ac:
        n = u / (4 * np.pi * r**2)
        dn = sum(2 * ((R @ d) * dR).sum(1)
                 for R, dR, d in zip(bas.R, bas.dR, D)) / (4 * np.pi)
        ok = n > 1e-13
        rho = np.zeros((4, ok.sum()))
        rho[0], rho[1] = n[ok], dn[ok]
        e, vr, vs = np.zeros_like(r), np.zeros_like(r), np.zeros_like(r)
        for code, weight in (('PBE,', ax), (',PBE', ac)):
            if weight:
                exc, vxc = libxc.eval_xc(code, rho, spin=0, deriv=1)[:2]
                e[ok] += weight * exc * n[ok]
                vr[ok] += weight * vxc[0]
                vs[ok] += weight * vxc[1]
        E += np.sum(w * 4 * np.pi * r**2 * e)
        for l in range(3):
            M = bas.dR[l].T @ ((w * r**2 * 2 * vs * dn)[:, None] * bas.R[l])
            F[l] = F[l] + M + M.T + bas.P[l].T @ ((w * vr)[:, None] * bas.P[l])
    if exx:
        for a in range(3):
            K = -0.5 * sum(bas.X[a, b] @ D[b].ravel() for b in range(3))
            K = K.reshape(D[a].shape)
            E += 0.5 * exx * np.sum(K * D[a])
            F[a] = F[a] + exx * K
    return E, F


def scf(bas, occ, alpha, guess, h=None, Dc=None, U=None):
    """Self-consistent shells. Dc: frozen core density matrices; U: vectors
    spanning the space in which the active orbitals may vary."""
    h = bas.h if h is None else h
    Dc = [np.zeros_like(x) for x in h] if Dc is None else Dc
    U = [np.eye(len(x)) for x in h] if U is None else U

    def diagonalise(F):
        e, C, D = [], [], []
        for l in range(3):
            el, c = eigh(U[l].T @ F[l] @ U[l])
            c = U[l] @ c
            q = np.array(occ[l], dtype=float)
            e.append(el)
            C.append(c)
            D.append((c[:, :len(q)] * q) @ c[:, :len(q)].T)
        return e, C, D

    F, Fs, errs = guess, [], []
    for _ in range(200):
        D = diagonalise(F)[2]
        total = [a + b for a, b in zip(Dc, D)]
        E, V = interact(bas, total, alpha, 1 - alpha, 1.0, 1.0)
        E += sum(np.sum(a * b) for a, b in zip(h, total))
        Fn = [a + b for a, b in zip(h, V)]
        err = np.concatenate([(U[l].T @ (Fn[l] @ D[l] - D[l] @ Fn[l])
                               @ U[l]).ravel() for l in range(3)])
        if np.max(np.abs(err)) < 2e-6:
            e, C, _unused = diagonalise(Fn)
            return SimpleNamespace(E=E, e=e, C=C, D=D, total=total, F=Fn)
        Fs, errs = (Fs + [Fn])[-8:], (errs + [err])[-8:]
        norm = np.array([np.linalg.norm(x) for x in errs])
        unit = np.array(errs) / norm[:, None]
        s = norm.min() / norm
        c = s * np.linalg.solve(unit @ unit.T + 1e-12 * np.eye(len(s)), s)
        c /= c.sum()
        F = [sum(ci * f[l] for ci, f in zip(c, Fs)) for l in range(3)]
    raise AssertionError('self-consistency not reached')


def start(bas):
    """Screened-nucleus Hamiltonian as a first guess."""
    b = 0.885 * Z**(-1 / 3)
    v = -(1 + (Z - 1) / (1 + 0.6 * r / b)**2) / r
    return [T + P.T @ ((w * v)[:, None] * P) for T, P in zip(bas.T, bas.P)]


# ---- Radial solver against an independent 3D molecular code (Br-, PBE0) ----
few = [0.06 * 3.2**np.arange(14), 0.05 * 3.2**np.arange(10),
       0.2 * 3.2**np.arange(6)]
b0 = make_basis(few)
anion = scf(b0, [[2]*4, [6]*3, [10]], 0.25, start(b0))
mol = gto.M(atom='Br', charge=-1, verbose=0, basis={
    'Br': [[l, [float(a), 1.0]] for l in range(3) for a in few[l]]})
mf = dft.RKS(mol)
mf.xc = 'PBE0'
mf.grids.level = 4
mf.conv_tol = 1e-9
mf.kernel()
dE3d = anion.E - mf.e_tot
de3d = anion.e[1][2] - np.sort(mf.mo_energy)[17]
assert mf.converged and abs(dE3d) < 1e-3 and abs(de3d) < 1e-4

# ---- Br: relaxed core, frozen cores, PBE-unscreened ion --------------------
bas = make_basis([0.03 * 2.4**np.arange(20), 0.03 * 2.4**np.arange(16),
                  0.1 * 2.4**np.arange(11)])
core_occ = [[2, 2, 2], [6, 6], [10]]
ncore = [3, 2, 1]
valence = {'neutral': [[2], [5], []], 'cation': [[2], [4], []],
           'promoted': [[1], [6], []]}
ref = scf(bas, [c + v for c, v in zip(core_occ, valence['neutral'])], 0.0,
          start(bas))


def core_of(atom):
    Dc = [(C[:, :k] * np.array(q, float)) @ C[:, :k].T
          for C, k, q in zip(atom.C, ncore, core_occ)]
    return Dc, [C[:, k:] for C, k in zip(atom.C, ncore)]


Dc, U = core_of(ref)
Dv0 = [a - b for a, b in zip(ref.D, Dc)]
J_core = interact(bas, Dc, ha=1.0)[1]
xc_all = interact(bas, ref.D, ax=1.0, ac=1.0)[1]
xc_val = interact(bas, Dv0, ax=1.0, ac=1.0)[1]
h_ion = [a + b + c - d for a, b, c, d in zip(bas.h, J_core, xc_all, xc_val)]


def relaxed(alpha):
    return {k: scf(bas, [c + x for c, x in zip(core_occ, v)], alpha, ref.F)
            for k, v in valence.items()}


def frozen(alpha, core=(Dc, U)):
    return {k: scf(bas, v, alpha, ref.F, Dc=core[0], U=core[1])
            for k, v in valence.items()}


def ion(alpha):
    return {k: scf(bas, v, alpha, ref.F, h=h_ion, U=U)
            for k, v in valence.items()}


def gaps(runs):
    """Ionisation 4p5 -> 4p4 and promotion 4s2 4p5 -> 4s1 4p6."""
    return np.array([runs[k].E - runs['neutral'].E
                     for k in ('cation', 'promoted')])


alphas = (0.0, 0.125, 0.25)
rel = {a: relaxed(a) for a in alphas}
fro = {a: frozen(a) for a in alphas}
pse = {a: ion(a) for a in alphas}
fro_own = frozen(0.25, core_of(rel[0.25]['neutral']))

# The ion is a faithful PBE ion: it returns the PBE valence levels.
ion_level_error = max(abs(pse[0.0]['neutral'].e[0][0] - ref.e[0][3]),
                      abs(pse[0.0]['neutral'].e[1][0] - ref.e[1][2]))
assert ion_level_error < 1e-5

# Frozen core: variational sign for every case, quadratic law at the reference.
for a in alphas:
    for k in valence:
        assert fro[a][k].E - rel[a][k].E > -1e-7
fc = [fro[a]['neutral'].E - rel[a]['neutral'].E for a in alphas]
fc_ratio = fc[2] / fc[1]
assert abs(fc[0]) < 1e-6 and 3.5 < fc_ratio < 4.5

# Ion: mismatch against the consistent frozen-core hybrid, linear in alpha,
# with the slope given by the core-valence exchange difference.
mis = [gaps(pse[a]) - gaps(fro[a]) for a in alphas]
ion_ratio = np.linalg.norm(mis[2] - mis[0]) / np.linalg.norm(mis[1] - mis[0])
assert 1.6 < ion_ratio < 2.4


def exchange_gap(D):
    return interact(bas, D, exx=1.0, ax=-1.0)[0]


slope_k = {k: exchange_gap(pse[0.0][k].D) - exchange_gap(fro[0.0][k].total)
           for k in valence}
slope = np.array([slope_k[k] - slope_k['neutral']
                  for k in ('cation', 'promoted')])
eps = 0.02
slope_fd = ((gaps(ion(eps)) - gaps(frozen(eps)))
            - (gaps(ion(-eps)) - gaps(frozen(-eps)))) / (2 * eps)
assert np.linalg.norm(slope_fd - slope) < 0.01 * np.linalg.norm(slope) + 1e-5

# ---- PAW Fock exchange with PBE partial waves ------------------------------
rc = 2.2
x2 = np.minimum(r / rc, 1.0)**2
inside = r < rc
switch = (1 - (1 - x2)**4)**3                 # 1 outside, suppresses the core
window = (1 - x2)**2                          # 0 outside
waves = []
for l in range(2):
    chosen = [ncore[l]] + [i for i in range(ncore[l] + 1, len(ref.e[l]))
                           if ref.e[l][i] > 0.2]
    waves.append(bas.P[l] @ ref.C[l][:, chosen])
charge = (2, 5)


def pair_energy(L, a, b):
    return (w * a) @ (G[L] @ (w * b))


def core_exchange(l, orbital):
    total = 0.0
    for lc in range(3):
        for k in range(ncore[lc]):
            pc = orbital * (bas.P[lc] @ ref.C[lc][:, k])
            for L in multipoles(l, lc):
                total -= (0.5 * charge[l] * core_occ[lc][k]
                          * threej2(l, L, lc) * pair_energy(L, pc, pc))
    return total


def paw_exchange(psi, N):
    """All-electron and PAW exchange terms for N partial waves per channel."""
    ps, one, pone = [], [], []
    for l in range(2):
        phi = waves[l][:, :N]
        tphi = phi * switch[:, None]
        f = (w * window)[:, None] * phi
        c = np.linalg.solve(f.T @ phi, f.T @ psi[l])
        smooth = psi[l] - (phi - tphi) @ c
        projected = np.linalg.solve(f.T @ tphi, f.T @ smooth)
        assert np.allclose(projected, c, atol=1e-6)
        ps.append(smooth)
        one.append(phi @ c)
        pone.append(tphi @ c)
    ae, paw, soft, rest = [], [], [], []
    for a, b, L in ((0, 0, 0), (0, 1, 1), (1, 1, 0), (1, 1, 2)):
        f = -0.25 * charge[a] * charge[b] * threej2(a, L, b) * (1 + (a != b))
        g = inside * r**(L + 2) * window
        g = g / np.sum(w * r**L * g)
        n1, t1 = inside * one[a] * one[b], inside * pone[a] * pone[b]
        comp = np.sum(w * r**L * (n1 - t1)) * g
        A, m = ps[a] * ps[b] + comp, t1 + comp
        n = psi[a] * psi[b]
        ae.append(f * pair_energy(L, n, n))
        soft.append(f * pair_energy(L, A, A))
        paw.append(soft[-1] + f * (pair_energy(L, n1, n1)
                                   - pair_energy(L, m, m)))
        da, db = ps[a] - pone[a], ps[b] - pone[b]
        cross = da * (one[b] - pone[b]) + (one[a] - pone[a]) * db
        D = n1 - m
        rest.append(f * (2 * pair_energy(L, ps[a] * ps[b] - t1, D)
                         + 2 * pair_energy(L, A + D, cross)
                         + pair_energy(L, cross, cross)))
    cv_ae = [core_exchange(l, psi[l]) for l in range(2)]
    cv_paw = [core_exchange(l, one[l]) for l in range(2)]
    return [np.array(v) for v in (ae, paw, soft, rest, cv_ae, cv_paw)]


# PBE orbitals: one partial wave is complete, so PAW exchange must be exact.
ae, paw, soft, rest, cva, cvp = paw_exchange([x[:, 0] for x in waves], 1)
exact_case = max(np.max(np.abs(ae - paw)), np.max(np.abs(cva - cvp)))
assert exact_case < 1e-8

# PBE0 orbitals expanded in PBE partial waves.
hybrid = [bas.P[l] @ fro[0.25]['neutral'].C[l][:, 0] for l in range(2)]
table = []
for N in (1, 2, 4, 6):
    ae, paw, soft, rest, cva, cvp = paw_exchange(hybrid, N)
    assert np.max(np.abs(ae - paw - rest)) < 1e-8
    size = np.sum(np.abs(ae - paw)) + np.sum(np.abs(cva - cvp))
    table.append((N, np.sum(paw - ae), np.sum(cvp - cva), size))
    if N == 1:
        vv, cv, soft_only = ae.sum(), cva.sum(), soft.sum()
assert table[-1][3] < 0.5 * table[0][3]

core_u = sum(((P @ d) * P).sum(1) for P, d in zip(bas.P, Dc))
leak = np.sum((w * core_u)[~inside])

# ---- Output ----------------------------------------------------------------
print('Br, non-relativistic, spherical, spin-unpolarised; core [Ar]3d10')
print(f'Br- PBE0 radial minus 3D code, total energy: {dE3d*MEV:.3f} meV')
print(f'Br- PBE0 radial minus 3D code, 4p level: {de3d*MEV:.3f} meV')
print(f'PBE levels 4s, 4p: {ref.e[0][3]*EV:.3f}, {ref.e[1][2]*EV:.3f} eV')
print(f'PBE ion, largest level error in PBE: {ion_level_error*MEV:.5f} meV')
print('-- frozen PBE core, total-energy error of neutral Br')
for a, e in zip(alphas, fc):
    print(f'alpha = {a:.3f}: {e*MEV:.3f} meV')
print(f'ratio alpha 0.25 to 0.125 (quadratic = 4): {fc_ratio:.3f}')
print('-- energies: ionisation 4p5->4p4, promotion 4s->4p')
for name, runs in (('PBE  relaxed core', rel[0.0]),
                   ('PBE0 relaxed core', rel[0.25]),
                   ('PBE0 frozen PBE core', fro[0.25]),
                   ('PBE0 frozen PBE0 core', fro_own),
                   ('PBE0 on PBE-unscreened ion', pse[0.25])):
    d = gaps(runs) * EV
    print(f'{name}: {d[0]:.4f}, {d[1]:.4f} eV')
print('-- errors against relaxed-core result of the same functional')
for name, d in (('PBE  frozen PBE core', gaps(fro[0.0]) - gaps(rel[0.0])),
                ('PBE  PBE-unscreened ion', gaps(pse[0.0]) - gaps(rel[0.0])),
                ('PBE0 frozen PBE core', gaps(fro[0.25]) - gaps(rel[0.25])),
                ('PBE0 frozen PBE0 core', gaps(fro_own) - gaps(rel[0.25])),
                ('PBE0 PBE-unscreened ion', gaps(pse[0.25]) - gaps(rel[0.25]))):
    print(f'{name}: {d[0]*MEV:.2f}, {d[1]*MEV:.2f} meV')
print('-- ion minus frozen-core hybrid (functional mismatch)')
for a, d in zip(alphas, mis):
    print(f'alpha = {a:.3f}: {d[0]*MEV:.2f}, {d[1]*MEV:.2f} meV')
print(f'ratio after removing alpha = 0 (linear = 2): {ion_ratio:.3f}')
print(f'slope, formula: {slope[0]*EV:.4f}, {slope[1]*EV:.4f} eV')
print(f'slope, finite diff.: {slope_fd[0]*EV:.4f}, {slope_fd[1]*EV:.4f} eV')
print('-- PAW exact exchange (full, not scaled by alpha), PBE0 orbitals')
print(f'sphere radius: {rc:.2f} bohr; core electrons outside: {leak:.5f}')
print(f'all-electron valence-valence: {vv*EV:.4f} eV')
print(f'all-electron core-valence: {cv*EV:.4f} eV')
print(f'compensated smooth part alone, N = 1: {soft_only*EV:.4f} eV')
print(f'largest PAW error for PBE orbitals, N = 1: {exact_case*MEV:.1e} meV')
print('PAW error with N partial waves: val-val, core-val, sum of |terms|')
for N, a, b, s in table:
    print(f'N = {N}: {a*MEV:.3f}, {b*MEV:.3f}, {s*MEV:.3f} meV')
print('PASS')
```

Printed output:

```
Br, non-relativistic, spherical, spin-unpolarised; core [Ar]3d10
Br- PBE0 radial minus 3D code, total energy: 0.018 meV
Br- PBE0 radial minus 3D code, 4p level: 0.019 meV
PBE levels 4s, 4p: -19.421, -7.895 eV
PBE ion, largest level error in PBE: 0.03233 meV
-- frozen PBE core, total-energy error of neutral Br
alpha = 0.000: -0.000 meV
alpha = 0.125: 11.804 meV
alpha = 0.250: 47.035 meV
ratio alpha 0.25 to 0.125 (quadratic = 4): 3.985
-- energies: ionisation 4p5->4p4, promotion 4s->4p
PBE  relaxed core: 12.5815, 11.6080 eV
PBE0 relaxed core: 13.3915, 12.0517 eV
PBE0 frozen PBE core: 13.4046, 12.0699 eV
PBE0 frozen PBE0 core: 13.3938, 12.0548 eV
PBE0 on PBE-unscreened ion: 13.3296, 12.0013 eV
-- errors against relaxed-core result of the same functional
PBE  frozen PBE core: 1.98, 2.95 meV
PBE  PBE-unscreened ion: 3.10, -10.37 meV
PBE0 frozen PBE core: 13.08, 18.17 meV
PBE0 frozen PBE0 core: 2.36, 3.09 meV
PBE0 PBE-unscreened ion: -61.90, -50.40 meV
-- ion minus frozen-core hybrid (functional mismatch)
alpha = 0.000: 1.12, -13.31 meV
alpha = 0.125: -36.37, -41.02 meV
alpha = 0.250: -74.97, -68.57 meV
ratio after removing alpha = 0 (linear = 2): 2.017
slope, formula: -0.2954, -0.2224 eV
slope, finite diff.: -0.2954, -0.2224 eV
-- PAW exact exchange (full, not scaled by alpha), PBE0 orbitals
sphere radius: 2.20 bohr; core electrons outside: 0.00440
all-electron valence-valence: -57.7154 eV
all-electron core-valence: -23.4534 eV
compensated smooth part alone, N = 1: -56.1476 eV
largest PAW error for PBE orbitals, N = 1: 3.0e-12 meV
PAW error with N partial waves: val-val, core-val, sum of |terms|
N = 1: -23.469, -127.230, 153.872 meV
N = 2: 9.361, -78.412, 87.773 meV
N = 4: 0.708, -5.826, 6.534 meV
N = 6: 0.049, -1.578, 1.628 meV
PASS
```
